# Quantum capacitance of a two-dimensional electron gas in an in-plane field

## Problem

Electrons of effective mass $m$ occupy one parabolic subband of a sheet of zero thickness. There is one valley, and there is no interaction between electrons, no spin-orbit coupling and no disorder. A magnetic field $B$ lies in the plane. The Zeeman splitting is $\Delta=g\mu_BB$, where $g>0$ denotes the magnitude of the g-factor. The quantum capacitance per area is

$$C_q=e^2\left(\frac{\partial n}{\partial\mu}\right)_B ,$$

where $n$ is the density and $\mu$ the chemical potential measured from the subband edge at $B=0$. The spins are in equilibrium with each other and with a contact.

(a) Find the density of each spin species at zero temperature.

(b) At fixed $n$, find $\mu$, the spin polarization and $C_q$ as functions of $B$. What happens at the field where the polarization becomes complete?

(c) A gate with geometric capacitance $C_g$ controls the sheet. By what factor does the measured capacitance change at complete polarization?

(d) How does a finite temperature alter the result?

(e) Evaluate the results for $m=0.02\,m_0$, $g=35$, $n=5\times10^{10}\ \mathrm{cm^{-2}}$, and a gate barrier 30 nm thick with relative permittivity 16. The temperature is 2 K.

(f) Estimate what the ideal model leaves out in this example, taking a well 20 nm wide.

## Solution

### (a) Two shifted bands

Let the sheet be the plane $z=0$ and let the field point along $y$. The vector potential $\mathbf A=(Bz,0,0)$ has curl $(0,B,0)$, as required, and it vanishes on the sheet. The field therefore leaves the orbital motion unchanged and acts through the spin alone. With the spin quantized along the field,

$$E_\pm(k)=\frac{\hbar^2k^2}{2m}\mp\frac{\Delta}{2}.$$

The label $+$ marks the spin state of lower energy, whichever sign the g-factor has.

At zero temperature each species fills a disc in $k$-space. Its radius follows from $E_\pm(k_\pm)=\mu$:

$$k_\pm^2=\frac{2m}{\hbar^2}\left(\mu\pm\frac{\Delta}{2}\right).$$

Periodic boundary conditions give one state per spin for each area $(2\pi)^2$ of $k$-space, per unit area of the sheet. Hence

$$n_\pm=\frac{\pi k_\pm^2}{4\pi^2}=\frac{k_\pm^2}{4\pi}
=D_1\left(\mu\pm\frac{\Delta}{2}\right),\qquad
D_1=\frac{m}{2\pi\hbar^2},$$

provided the bracket is positive; otherwise that species is absent. The constant $D_1$ is the density of states per spin. Above its edge, each band contributes the same number of states per unit energy wherever the edge lies.

### (b) Capacitance at fixed density

**Both species present.** This requires $\mu>\Delta/2$. Adding the two densities gives

$$n=D_1\left(\mu+\frac{\Delta}{2}\right)+D_1\left(\mu-\frac{\Delta}{2}\right)=2D_1\mu .$$

The shifts cancel. Therefore

$$\mu=\frac{n}{2D_1}\equiv E_F,\qquad C_q=2e^2D_1=\frac{e^2m}{\pi\hbar^2},$$

and neither depends on $B$. The electrons do respond to the field: the minority species loses $D_1\Delta/2$ per area and the majority gains the same amount. The polarization is

$$\frac{n_+-n_-}{n}=\frac{D_1\Delta}{n},$$

which grows linearly with the field. The capacitance does not register this transfer, because it counts the states at the chemical potential, and both bands still have $D_1$ of them there.

**The end of this regime.** The minority species vanishes when $\mu=\Delta/2$. Since $\mu=E_F$ up to this point, the splitting there is $\Delta_p=2E_F$, and the field is

$$B_p=\frac{2E_F}{g\mu_B}=\frac{n}{D_1g\mu_B}=\frac{2\pi\hbar^2n}{mg\mu_B}.$$

In terms of $B_p$ the polarization below saturation is $B/B_p$.

**One species present.** For $B>B_p$,

$$n=D_1\left(\mu+\frac{\Delta}{2}\right)
\quad\Longrightarrow\quad
\mu=\frac{n}{D_1}-\frac{\Delta}{2}=2E_F-\frac{\Delta}{2}.$$

The chemical potential now follows the majority band downwards. Differentiating the density at fixed $B$ gives

$$C_q=e^2D_1=\frac{e^2m}{2\pi\hbar^2}.$$

The quantum capacitance is thus constant up to complete polarization, drops there to half, and stays constant beyond.

At $B=B_p$ itself the derivative has two values. An added electron raises $\mu$ above $\Delta/2$, where both bands are available, so the response is $2e^2D_1$. Removing an electron lowers $\mu$ below $\Delta/2$, where one band remains, and the response is $e^2D_1$. The density is continuous in $\mu$; its slope is not.

The same kink appears in a sweep of density at fixed $B>0$. A dilute gas, with $n<D_1\Delta$, is fully polarized and has $C_q=e^2D_1$. Above $n=D_1\Delta$ the value doubles. With $g_v$ equivalent valleys, $D_1$ is replaced by $g_vD_1$ throughout: both plateaus rise by a factor $g_v$, and $B_p$ at given density falls by the same factor.

The flat plateaus rest on the constant density of states. If a band instead has a density of states $D(\varepsilon)$ per spin at energy $\varepsilon$ above its edge, then

$$C_q=e^2\left[D\!\left(\mu+\tfrac{\Delta}{2}\right)+D\!\left(\mu-\tfrac{\Delta}{2}\right)\right]$$

while both bands are occupied. At saturation the second term, $D(0)$, is lost. This equals half of the total if $D(0)=D(\Delta_p)$, as it does for a parabolic band in two dimensions.

### (c) What the gate measures

Let $\phi_s$ and $\phi_g$ be the electrostatic potentials of sheet and gate. The electron charge is $-e$, so the electrochemical potential of the sheet is $\mu-e\phi_s$. A grounded contact holds it constant, which gives $\phi_s=\mu/e+\text{const}$. The gate potential is $\phi_g=V+\text{const}$. The sheet carries charge $-en$ and the gate $+en$, so $\phi_g-\phi_s=en/C_g$. Combining these relations,

$$eV=\mu+\frac{e^2n}{C_g}+\text{const}.$$

The measured capacitance is $C=e\,(\partial n/\partial V)_B$. Differentiating with respect to $n$ and dividing by $e^2$ gives

$$\frac1C=\frac1e\frac{\partial V}{\partial n}
=\frac1{e^2}\frac{\partial\mu}{\partial n}+\frac1{C_g}
=\frac1{C_q}+\frac1{C_g}.$$

Let $r=C_g/(2e^2D_1)$, the ratio of the geometric capacitance to the unpolarized quantum capacitance. Then $C=C_g/(1+r)$ below $B_p$ and $C=C_g/(1+2r)$ above it, so that

$$\frac{C_{\rm above}}{C_{\rm below}}=\frac{1+r}{1+2r}
=\frac12+\frac{1}{2(1+2r)}.$$

The total capacitance falls by less than half. For a thick barrier, $r\ll1$, the relative drop is approximately $r$. For $r\gg1$ the quantum capacitance dominates and the ratio tends to one half.

The comparison so far is at fixed density. At fixed gate voltage, suppose that the field does not change the constant in the voltage equation. Below $B_p$, $\mu=n/(2D_1)$ has no field dependence, so $n$ stays constant and saturation occurs at the same $B_p$. Above it, inserting $\mu=n/D_1-\Delta/2$ gives

$$n\left(\frac1{D_1}+\frac{e^2}{C_g}\right)=eV+\frac{\Delta}{2}+\text{const}.$$

The density then rises with field, but $C_q$ does not depend on density on this plateau. At zero temperature the capacitance curve is therefore the same in both experiments. At finite temperature the density drifts across the rounded step, and the two curves differ slightly: for the example in (e) the 10–90% width of the step in $C_q$ at 2 K is 0.61 T at fixed voltage and 0.56 T at fixed density; for the total capacitance $C$ the widths are 0.59 T and 0.53 T.

### (d) Finite temperature

Write $\varepsilon_\pm=\mp\Delta/2$ for the two band edges. Integrating the Fermi function over a constant density of states gives

$$n=D_1k_BT\sum_{s=\pm}\ln\!\left[1+e^{(\mu-\varepsilon_s)/k_BT}\right].$$

Its derivative is

$$C_q=e^2D_1\sum_{s=\pm}\frac{1}{1+e^{-(\mu-\varepsilon_s)/k_BT}} .$$

Each band is weighted by the Fermi occupation of its edge.

**Low temperature.** Near the step, put $x=(\mu-\Delta/2)/k_BT$. The majority edge lies far below $\mu$ when $k_BT\ll E_F$. Its logarithm is then nearly equal to its argument, $x+\Delta/k_BT$, and its occupation is nearly one. The density equation becomes

$$\frac{n}{D_1k_BT}=x+\frac{\Delta}{k_BT}+\ln(1+e^x).$$

Because $n/D_1=\Delta_p$, this means

$$\Delta=\Delta_p-k_BT\left[x+\ln(1+e^x)\right],\qquad
C_q=e^2D_1\left[1+\frac1{1+e^{-x}}\right].$$

The upper 90% point of the step has $x=\ln9$, and the 10% point has $x=-\ln9$. The difference of the splittings is

$$\delta\Delta=k_BT\left[2\ln9+\ln10-\ln\tfrac{10}{9}\right]=3\ln9\;k_BT\approx6.59\,k_BT .$$

The step thus has a width proportional to temperature.

**High temperature.** At $B=0$ the density equation reads $n=2D_1k_BT\ln(1+e^{\mu/k_BT})$. Since $n=2D_1E_F$, it follows that $1+e^{\mu/k_BT}=e^{E_F/k_BT}$. The edge occupation is therefore $1-e^{-E_F/k_BT}$, and

$$C_q(B=0)=2e^2D_1\left(1-e^{-E_F/k_BT}\right).$$

For $k_BT\gg E_F$ this tends to $e^2n/k_BT$. The density of states has dropped out. If both bands are nondegenerate in a field, each logarithm reduces to its exponential, and again $\partial n/\partial\mu=n/k_BT$. In this limit the capacitance at fixed density no longer depends on the splitting, and the step is gone.

### (e) Numbers

The mass gives $D_1=4.177\times10^{12}\ \mathrm{eV^{-1}cm^{-2}}$. Then

$$E_F=\frac{5\times10^{10}}{2\times4.177\times10^{12}}\ \mathrm{eV}=5.985\ \mathrm{meV},
\qquad \Delta_p=2E_F=11.97\ \mathrm{meV}.$$

With $g=35$ this splitting is reached at $B_p=5.91$ T. The quantum capacitance is $1.339\ \mathrm{\mu F/cm^2}$ below this field and $0.669\ \mathrm{\mu F/cm^2}$ above it.

These values can be checked without the density-of-states formula. Take a periodic square of side $30\ \mathrm{\mu m}$, which holds 450 000 electrons at this density. List its discrete levels for both spins, sort them and fill them from below. Changing the electron number by $\pm5\%$ gives $C_q=1.340$, 1.338 and $1.340\ \mathrm{\mu F/cm^2}$ at $B/B_p=0$, 0.5 and 0.9, and $0.670\ \mathrm{\mu F/cm^2}$ at both 1.1 and 1.5. The saturation field from the count is 5.908 T. At $B_p$, adding 5% of the electrons gives $1.330\ \mathrm{\mu F/cm^2}$ and removing 5% gives $0.672\ \mathrm{\mu F/cm^2}$, which confirms the two one-sided values within 1%.

The gate has $C_g=0.472\ \mathrm{\mu F/cm^2}$, so $r=0.472/1.339=0.353$. The total capacitance changes from 0.349 to $0.277\ \mathrm{\mu F/cm^2}$. The ratio is $1.353/1.706=0.793$, a drop of 20.7%.

At 2 K, $k_BT=0.1723$ meV. The thermal width of the step in $C_q$, without disorder, is $6.59\times0.1723=1.14$ meV in splitting, or 0.56 T in field. At 300 K, $k_BT$ is 150 times larger, about 25.85 meV, and $E_F/k_BT=0.232$. The formula for $B=0$ then gives $1.339\,(1-e^{-0.232})=0.277\ \mathrm{\mu F/cm^2}$. At $1.5B_p$ the value is 0.274, so the change with field is about 1%. This room-temperature estimate holds the density fixed in one subband and ignores carriers generated across the gap.

### (f) What the ideal model leaves out

**Exchange.** In the Hartree-Fock approximation, parallel spins lower the Coulomb energy. Consider one species in a strictly two-dimensional sheet, with Fermi wave number $k_s=\sqrt{4\pi n_s}$ and permittivity $\epsilon$. The Fourier transform of the interaction is $e^2/(2\epsilon q)$. The exchange self-energy integrates it over the occupied disc. In polar coordinates centred on $\mathbf k$, the factor $q$ of the area element cancels $1/q$, and opposite directions together contribute a chord of the disc:

$$\Sigma(k)=-\frac{e^2}{8\pi^2\epsilon}\int_0^{2\pi}\!d\theta\,\sqrt{k_s^2-k^2\sin^2\theta}.$$

Averaging over the disc, with $u=k/k_s$ and weight $2u\,du$, turns the angular integral into $k_s$ times

$$\frac83\int_0^{\pi/2}\frac{1-\cos^3\theta}{\sin^2\theta}\,d\theta
=\frac83\int_0^{\pi/2}\left[\cos\theta+\frac1{1+\cos\theta}\right]d\theta=\frac{16}{3}.$$

Half the averaged self-energy, so that each pair is counted once, is the exchange energy per electron, $-(4/3\pi)Kk_s$ with $K=e^2/4\pi\epsilon$. The energy per area of a fully polarized gas, apart from the Zeeman term linear in $n$, is

$$\mathcal E=\frac{n^2}{2D_1}-\frac{4K\sqrt{4\pi}}{3\pi}\,n^{3/2}.$$

Since $\mu=\partial\mathcal E/\partial n$, a second derivative gives

$$\frac{\partial\mu}{\partial n}=\frac1{D_1}-\frac{K\sqrt{4\pi}}{\pi\sqrt n}
=\frac1{D_1}\left(1-\frac{2}{\pi k_sa}\right),\qquad a=\frac{\hbar^2}{mK}.$$

Here $a=42.3$ nm and $k_s=0.0793\ \mathrm{nm^{-1}}$, so the bracket is 0.81 and $C_q$ rises from 0.669 to $0.826\ \mathrm{\mu F/cm^2}$. At zero field each species has half the density and $k_s$ is smaller by $\sqrt2$. The bracket is then 0.73, and $C_q$ rises from 1.339 to $1.829\ \mathrm{\mu F/cm^2}$. The polarized value is 45% of the zero-field value, so the factor of one half is not preserved. The lower-field plateau is lost as well. Exchange couples only parallel spins, so $C_q$ is the sum of $e^2D_1/(1-2/\pi k_sa)$ over the two species, and the minority bracket shrinks as that species empties. It vanishes at $k_sa=2/\pi$, where the minority holds 3.6% of the electrons. In this approximation, at zero temperature, $C_q$ rises to $2.5\ \mathrm{\mu F/cm^2}$ at 3.3 T, diverges near 3.7 T and is negative just before saturation.

The saturation field moves as well. Comparing the Hartree-Fock energy of the fully polarized state with those of all partially polarized states gives 3.77 T, which is 36% below the ideal $B_p$. The polarization jumps there, from about 2% minority electrons to none. This estimate omits correlation, the well thickness and screening by the gate. The last is not negligible, because the gate distance of 30 nm is close to the interelectron length $1/\sqrt{\pi n}=25$ nm. With gate screening and the thickness of a 20 nm well included in the exchange, the field is about 4.4 T, 26% below the ideal value, and the jump shrinks to below 0.1% minority electrons. Adding instead a local-density correlation energy to the unscreened sheet also gives about 4.4 T, with a jump of about 0.5%. In both cases the divergence of $C_q$ remains and moves to about 4.3 T. The shift is a measure of sensitivity, not a prediction.

**Band shape.** Suppose that $k^2\propto\varepsilon(1+\varepsilon/E_g)$ in a narrow-gap band, with an effective gap $E_g=300$ meV. The density of states then grows as $1+2\varepsilon/E_g$, which is 8.0% at $\varepsilon=2E_F$. If the two spin bands are rigid copies shifted by $\mp\Delta/2$, then to leading order in $E_F/E_g$ they contribute 1.08 and 1.00 in units of $D_1$ at saturation, and losing the second leaves $1.08/2.08=52\%$ instead of 50%. The shift need not be rigid. In a narrow-gap band the large $g$ comes from the same coupling as the light mass and falls with energy. If the Zeeman term enters together with the kinetic term, $\varepsilon(1+\varepsilon/E_g)=\hbar^2k^2/2m\mp\Delta/2$, both spins have the density of states $D_1(1+2\mu/E_g)$ and the drop is again exactly one half. The 52% therefore gives the possible size of the effect, not its value or sign in a real well.

**Finite thickness.** In a well 20 nm wide the vector potential no longer vanishes everywhere. For hard walls and the same mass in all directions, the field $B_p$ raises the subband edge by 1.99 meV and the density of states by 2.9%. In this rigid well the edge shift does not depend on $n$, so it leaves $C_q$ unchanged, though it does shift the gate voltage at fixed density. The larger density of states raises the plateau slightly with field and lowers $B_p$ by about 3%. The second subband lies 141 meV higher in this parabolic model. Nonparabolicity reduces the spacing, to about 110 meV with InSb band parameters and hard walls, and to roughly 60–80 meV for barriers of 100–250 meV; the subband is still empty at 2 K. The thickness also lowers the geometric capacitance, because the charge sits inside the well. With the 30 nm barrier measured to the well edge, the effective gate distance is $30+10-\tfrac12\langle|z-z'|\rangle\approx38$ nm, where the average runs over pairs of positions in the subband charge. Then $C_g=0.373\ \mathrm{\mu F/cm^2}$, and the drop of the total capacitance is about 18% instead of 20.7%.

**Spin-orbit coupling, alignment and disorder.** A Rashba coefficient of 10 meV nm changes the density of states of the lower band by 0.2% at $1.2B_p$. Spin is then no longer conserved, and the step marks the emptying of the upper band, which occurs about 0.2% below $B_p$. The Dresselhaus term of the crystal is not included here. A tilt of 1° out of the plane produces a normal field of 0.10 T and a Landau-level spacing of 0.60 meV. This exceeds $k_BT$, but it is only about twice the broadening estimated next, so temperature and disorder together largely smear out the Landau oscillations of $C_q$ here. In a cleaner sheet at lower temperature the alignment would matter more. A mobility of $10^5\ \mathrm{cm^2/Vs}$ corresponds to a broadening $\hbar/2\tau=0.29$ meV. This is larger than $k_BT$ at 2 K, and it rounds the step: the 10–90% width of $C_q$ grows from 0.56 T to about 0.8 T for a Gaussian band edge with this standard deviation, or to about 1.5 T for a Lorentzian one with this half-width. Small-angle scattering counts little in the mobility, so the actual level broadening can be larger.

**The real case.** The parameters are rough values in the regime of gated InSb quantum wells, where a light mass makes $C_q$ comparable with $C_g$ and a large $g$ brings saturation within reach of a laboratory magnet. The low density chosen here keeps $B_p$ small. At $2\times10^{11}\ \mathrm{cm^{-2}}$, with mass and $g$ held fixed, the ideal $B_p$ would be four times larger, near 24 T, and the orbital effect of the field would grow. The in-plane g-factor of a confined electron can also differ from the round value used here, and $B_p$ varies as $1/g$. The sheet charge produces a barrier field of 0.0057 MV/cm, a drop of 17 mV over 30 nm. That is small on the scale of the gap, so this field alone does not threaten breakdown; built-in fields come in addition. The estimate of $C_g$ puts the gate directly on the barrier; an added gate dielectric lowers $r$ and with it the measured drop. Among the effects sized here, exchange moves the saturation field and the plateau values most, while disorder can set the width of the step. The numerical output below lists the main values.

## Values computed for the example and the checks

```
Input mass: 0.02 m0; g magnitude: 35.0
Input density: 5.00e+10 cm^-2
Input relative permittivity: 16.0; barrier: 30.0 nm
Input well width: 20.0 nm; temperature: 2.0 K
Density of states per spin: 4.1773e+12 eV^-1 cm^-2
Zero-field Fermi energy: 5.985 meV
Zeeman splitting at saturation: 11.969 meV
Saturation field, formula: 5.908 T
Saturation field, state count: 5.908 T
C_q below saturation, formula: 1.3386 uF/cm2
C_q above saturation, formula: 0.6693 uF/cm2
State count: B/Bp, C_q (uF/cm2), mu (meV), polarization
  0.0  1.3399  5.984  -0.0000
  0.5  1.3383  5.985  0.4999
  0.9  1.3402  5.985  0.8999
  1.1  0.6704  5.385  1.0000
  1.5  0.6704  2.991  1.0000
At Bp, adding electrons: C_q = 1.3302 uF/cm2
At Bp, removing electrons: C_q = 0.6721 uF/cm2
Gate capacitance: 0.4722 uF/cm2
Total capacitance below saturation: 0.3491 uF/cm2
Total capacitance above saturation: 0.2769 uF/cm2
Drop of total capacitance: 20.68 %
Thermal energy at 2 K: 0.1723 meV
10-90 % width of step at 2 K: 0.561 T
C_q at 300 K, B = 0: 0.2766 uF/cm2
C_q at 300 K, B = 1.5 Bp: 0.2740 uF/cm2
Effective Bohr radius: 42.33 nm; r_s: 0.596
Hartree-Fock C_q at B = 0: 1.8294 uF/cm2
Hartree-Fock C_q when polarized: 0.8260 uF/cm2
Hartree-Fock saturation field: 3.771 T
Hartree-Fock change of Bp: -36.2 %
Second subband above first: 141.0 meV
Diamagnetic shift at Bp: 1.991 meV
Orbital change of DOS at Bp: 2.86 %
Input Rashba coefficient: 10.0 meV nm
Rashba change of DOS at 1.2 Bp: 0.183 %
Input effective gap for nonparabolicity: 300.0 meV
Nonparabolic DOS change at 2 E_F: 7.98 %
Input mobility: 1.0e+05 cm2/Vs
Broadening hbar/(2 tau), transport: 0.289 meV
Normal field at 1.0 degree tilt and Bp: 0.1031 T
Landau spacing at that tilt: 0.597 meV
Barrier field from sheet charge: 0.00565 MV/cm
```
